# Field ionisation of hydrogen: saddle, tunnelling and survival above the saddle

An electron bound to a fixed, infinitely heavy nucleus is placed in a static electric field. Relativity and spin are neglected. Atomic units are used: energies are in hartree, lengths in bohr, and fields and rates in their atomic units. With field strength $F>0$, the potential energy in hydrogen is

$$V=-\frac1r+Fz .$$

The force of the field on the electron points towards $-z$, so this is the escape direction. No state is strictly bound, because $V\to-\infty$ there. A long-lived state has complex energy $E-i\Gamma/2$, and its population decays as $e^{-\Gamma t}$. Below, $E$ denotes the real part wherever $\Gamma$ is negligible.

## (a) The classical escape threshold

**Find the lowest point of the potential ridge. At what field does a level of zero-field energy $-1/(2n^{*2})$ reach it, if its shift in the field is neglected?**

**Solution.** On the escape axis put $z=-d$, so that $V(d)=-1/d-Fd$. Then

$$V'(d)=\frac1{d^2}-F=0\quad\Rightarrow\quad d_s=F^{-1/2},\qquad V_s=-\sqrt F-\sqrt F=-2\sqrt F .$$

Along the axis $V''=-2/d_s^3<0$. At a small distance $\rho$ from the axis, $-1/\sqrt{d_s^2+\rho^2}\simeq-1/d_s+\rho^2/(2d_s^3)$, so the curvature across the axis is $+1/d_s^3$. The point is a maximum along the axis and a minimum across it: a saddle. Equating energies,

$$-\frac1{2n^{*2}}=-2\sqrt F\quad\Rightarrow\quad \sqrt F=\frac1{4n^{*2}}\quad\Rightarrow\quad \boxed{F_s=\frac1{16\,n^{*4}}} .$$

The effective quantum number $n^*$ is defined by the zero-field energy, so the formula also serves an atom whose potential outside a small core is $-1/r$.

Angular momentum $m$ about the axis raises the threshold. Near the saddle the transverse energy is $\tfrac12F^{3/2}\rho^2+m^2/(2\rho^2)$. Its minimum, at $\rho^2=|m|F^{-3/4}$, is $|m|F^{3/4}$. The condition becomes $\sqrt F\,(2-|m|F^{1/4})=1/(2n^{*2})$. With $F^{1/4}\simeq1/(2n^*)$ in the small term, $F\simeq F_s[1+|m|/(2n^*)]$ for $|m|\ll n^*$. This is still a classical estimate: transverse zero-point energy, which is also of order $F^{3/4}$, is left out.

The criterion says when escape is allowed by energy. It does not say how fast escape is, nor whether the motion can bring the electron to the saddle.

## (b) Separation of the motion

**Separate the hydrogen problem in parabolic coordinates for $m=0$, and find the energies to first order in $F$.**

**Solution.** Let $\xi=r+z$ and $\eta=r-z$. Then $r=(\xi+\eta)/2$, $z=(\xi-\eta)/2$ and $\rho=\sqrt{\xi\eta}$. Escape means $\eta\to\infty$. From $\partial\rho/\partial\xi=\tfrac12\sqrt{\eta/\xi}$ and $\partial z/\partial\xi=\tfrac12$, and similarly for $\eta$, the scale factors are

$$h_\xi=\tfrac12\sqrt{\frac{\xi+\eta}{\xi}},\qquad h_\eta=\tfrac12\sqrt{\frac{\xi+\eta}{\eta}},\qquad h_\varphi=\sqrt{\xi\eta}.$$

Their product is $(\xi+\eta)/4$, while $h_\eta h_\varphi/h_\xi=\xi$ and $h_\xi h_\varphi/h_\eta=\eta$. For a function independent of $\varphi$, therefore,

$$\nabla^2\psi=\frac4{\xi+\eta}\left[\partial_\xi(\xi\,\partial_\xi\psi)+\partial_\eta(\eta\,\partial_\eta\psi)\right].$$

Multiply $(-\tfrac12\nabla^2+V-E)\psi=0$ by $-(\xi+\eta)/2$. The Coulomb term becomes $+1$ and the field term becomes $-F(\xi^2-\eta^2)/4$. With $\psi=f(\xi)g(\eta)$ the equation splits:

$$(\xi f')'+\left(\frac{E\xi}2-\frac{F\xi^2}4+Z_1\right)f=0,$$
$$(\eta g')'+\left(\frac{E\eta}2+\frac{F\eta^2}4+Z_2\right)g=0,\qquad Z_1+Z_2=1 .$$

The unit nuclear charge is shared between the two motions, and the shares are constants of the motion.

At $F=0$ put $E=-\kappa^2/2$, $x=\kappa\xi$ and $f=e^{-x/2}u(x)$. Substitution gives

$$xu''+(1-x)u'+\left(\frac{Z_1}\kappa-\frac12\right)u=0 .$$

This is Laguerre's equation. A solution that is finite at $x=0$ and normalisable needs $Z_1=\kappa(n_1+\tfrac12)$ with $n_1=0,1,\dots$, and then $u=L_{n_1}$. Likewise $Z_2=\kappa(n_2+\tfrac12)$. The sum rule gives $\kappa=1/n$ with $n=n_1+n_2+1$.

The field adds $+F\xi^2/4$ to the operator whose eigenvalue is $Z_1$, and $-F\eta^2/4$ to that for $Z_2$. The functions $e^{-x/2}L_k$ are orthonormal, and $xL_k=(2k+1)L_k-(k+1)L_{k+1}-kL_{k-1}$, so

$$\langle x^2\rangle=(2k+1)^2+(k+1)^2+k^2=6k^2+6k+2 .$$

To first order at fixed $\kappa$,

$$Z_1=\kappa(n_1+\tfrac12)+\frac{F(3n_1^2+3n_1+1)}{2\kappa^2},\qquad Z_2=\kappa(n_2+\tfrac12)-\frac{F(3n_2^2+3n_2+1)}{2\kappa^2}.$$

Since $n_1^2+n_1-n_2^2-n_2=(n_1-n_2)n$, the sum rule reads $\kappa n+3Fn(n_1-n_2)/(2\kappa^2)=1$. Hence $\kappa\simeq1/n-\tfrac32Fn^2(n_1-n_2)$, and

$$E\simeq-\frac1{2n^2}+\frac32\,n(n_1-n_2)F .$$

States with large $n_1$ move up in energy and are called blue. Those with large $n_2$ move down and are called red.

## (c) From the ground-state wave to a decay rate

**Express the ground-state decay rate, for weak fields, through an integral over the forbidden region in $\eta$.**

**Solution.** Put $g=\chi/\sqrt\eta$. Then $\eta g'=\sqrt\eta\,\chi'-\chi/(2\sqrt\eta)$. On differentiating, the terms in $\chi'$ cancel, which leaves $(\eta g')'=\sqrt\eta\,[\chi''+\chi/(4\eta^2)]$. Thus

$$\chi''+p^2\chi=0,\qquad p^2=\frac E2+\frac{Z_2}\eta+\frac1{4\eta^2}+\frac{F\eta}4 .$$

The current density is $\mathrm{Im}(\psi^*\nabla\psi)$. On a surface of constant $\eta$ the area factor times the normal derivative is $(h_\xi h_\varphi/h_\eta)\,\partial_\eta=\eta\,\partial_\eta$. Since $\eta\,\mathrm{Im}(g^*g')=\mathrm{Im}(\chi^*\chi')$, a state of unit norm has

$$\Gamma=2\pi\,\mathrm{Im}(\chi^*\chi')\int_0^\infty f^2\,d\xi .$$

For the ground state $E\simeq-\tfrac12$ and $Z_1\simeq Z_2\simeq\tfrac12$. Inside the atom $\psi=e^{-r}/\sqrt\pi=e^{-(\xi+\eta)/2}/\sqrt\pi$. Take $f=e^{-\xi/2}$, whose squared integral is 1, and $\chi=\sqrt{\eta/\pi}\,e^{-\eta/2}$.

Let $\eta_1\simeq1/F$ be the outer turning point and $q=\sqrt{-p^2}$ under the barrier. Near $\eta_1$, $p^2\simeq a(\eta-\eta_1)$ with $a>0$. With $s=a^{1/3}(\eta-\eta_1)$, the outgoing solution is $\mathrm{Bi}(-s)+i\,\mathrm{Ai}(-s)$. For large positive $s$ it tends to $\pi^{-1/2}s^{-1/4}\exp[i(\tfrac23s^{3/2}+\tfrac\pi4)]$. For large negative $s$ the growing function Bi dominates and gives $\pi^{-1/2}|s|^{-1/4}\exp(\tfrac23|s|^{3/2})$. The two amplitudes are equal, so the semiclassical wave is

$$|\chi|=\frac D{\sqrt q}\exp\left(\int_\eta^{\eta_1}q\,d\eta'\right)\ (\eta<\eta_1),\qquad
\chi=\frac{D\,e^{i\pi/4}}{\sqrt p}\exp\left(i\int_{\eta_1}^{\eta}p\,d\eta'\right)\ (\eta>\eta_1).$$

The outer form has $\mathrm{Im}(\chi^*\chi')=D^2$, hence $\Gamma=2\pi D^2$. Now match the inner form to the atomic wave at a point $\eta_0$ under the barrier. With $q_0=q(\eta_0)$ and $S=\int_{\eta_0}^{\eta_1}q\,d\eta$,

$$\frac{D^2}{q_0}e^{2S}=\frac{\eta_0}\pi e^{-\eta_0}\quad\Rightarrow\quad \Gamma=2\eta_0q_0\,e^{-\eta_0-2S} .$$

## (d) The barrier integral

**Evaluate the rate for $F\to0$, and state where the matching point must lie.**

**Solution.** Under the barrier

$$q^2=\frac{1-F\eta}4-\frac1{2\eta}-\frac1{4\eta^2}.$$

The Coulomb term $1/(2\eta)$ is small for $\eta\gg1$, but a pointwise expansion of $q$ fails at $\eta_1$. The integral can still be expanded. Write $S$ as half the integral along a path that leaves $\eta_0$, circles $\eta_1$ at a distance of order $1/F$ and returns on the other side of the cut. On this path the expansion is uniform. The first-order term can be shrunk back to the real axis, because its inverse-square-root singularity is integrable. The second-order terms, together with $1/(4\eta^2)$, contribute $O(1/\eta_0)$ from the inner end and a term of order $F\ln(1/F)$ from the length of the barrier. Both are negligible in the limit. So

$$2S\simeq\int_{\eta_0}^{1/F}\sqrt{1-F\eta}\,d\eta-\int_{\eta_0}^{1/F}\frac{d\eta}{\eta\sqrt{1-F\eta}} .$$

The first integral is

$$\frac2{3F}(1-F\eta_0)^{3/2}=\frac2{3F}-\eta_0+\frac{F\eta_0^2}4+\cdots$$

In the second put $s=\sqrt{1-F\eta}$, so that $\eta=(1-s^2)/F$ and $d\eta=-2s\,ds/F$. With $s_0=\sqrt{1-F\eta_0}\simeq1-F\eta_0/2$,

$$\int_0^{s_0}\frac{2\,ds}{1-s^2}=\ln\frac{1+s_0}{1-s_0}\simeq\ln\frac4{F\eta_0} .$$

The term $F\eta_0^2/4$ must be negligible in the exponent. The matching point must therefore satisfy $1\ll\eta_0\ll F^{-1/2}$, which is stricter than $\eta_0\ll1/F$. There $q_0\simeq\tfrac12$, and

$$\Gamma\simeq\eta_0\exp\left[-\eta_0-\frac2{3F}+\eta_0+\ln\frac4{F\eta_0}\right]
\quad\Rightarrow\quad\boxed{\Gamma\simeq\frac4F\,e^{-2/(3F)}} .$$

The arbitrary point $\eta_0$ has cancelled. The Coulomb attraction supplies the large prefactor by lowering the barrier along its whole length.

The neglected shifts do no harm in the limit. The ground-state energy has no first-order shift. Its $O(F^2)$ shift acts over a barrier of length $1/F$ and changes the exponent by $O(F)$. The change $-F/2$ in $Z_2$ adds $+F/\eta$ to $2q$ for $\eta\ll1/F$, and so a term of order $F\ln(1/F)$ to $2S$. The second-order terms, together with $1/(4\eta^2)$, contain $-F/\eta$ in the same region, so the two logarithms cancel.

A quadrature with the full $q$ at $F=10^{-5}$ and $\eta_0=50$ differs from the boxed law by $-0.0071$ in $\ln\Gamma$. The terms of order $1/\eta_0=0.02$ cancel: $\ln 2q_0\simeq-1/\eta_0$, while $2q\simeq1-1/\eta-1/\eta^2$ at the inner end puts $+1/\eta_0$ into $-2S$. The omitted term $-F\eta_0^2/4=-0.00625$ then accounts for most of the difference.

## (e) How weak must the field be?

**Compare the law with numerical rates, and judge its use near the saddle field.**

**Solution.** At $F=0.02$ the prefactor is $4/F=200$ and the exponent is $-2/0.06=-33.33$, so the law gives $6.68\times10^{-13}$. The numerical rate, found by integrating the outgoing wave inwards and dividing its flux by the norm, is $5.55\times10^{-13}$, or $2.29\times10^4\ \mathrm{s^{-1}}$. The ratios of numerical rate to law are:

| $F$ | ratio |
|---|---|
| 0.040 | 0.674 |
| 0.020 | 0.831 |
| 0.010 | 0.913 |
| 0.005 | 0.956 |

Halving the field roughly halves the deviation from 1, as a relative correction linear in $F$ would do. Linear extrapolation from the last two fields gives 0.999 at $F=0$. At $F=0.04$ a separate calculation of the complex energy agrees with the flux rate to about 0.02%.

At $F=0.04$ the law is already about 48% above the numerical rate. The deviation grows with the field, so the law should not be used for quantitative work near the saddle field $1/16=0.0625$.

## (f) The barrier that hydrogen actually presents

**How can a hydrogen state whose energy is above the saddle be long-lived?**

**Solution.** Only the $\eta$ motion leads out, so its own barrier matters. With $\eta=e^t$, $\eta(\eta g')'=d^2g/dt^2$, and the equation for $g$ becomes

$$\frac{d^2g}{dt^2}+\eta^2\left(\frac E2+\frac{Z_2}\eta+\frac{F\eta}4\right)g=0 .$$

In this form, which suits a semiclassical reading down to small $\eta$, motion is forbidden where

$$E<U(\eta)=-\frac{2Z_2}\eta-\frac{F\eta}2 .$$

For $Z_2>0$, setting $U'=2Z_2/\eta^2-F/2=0$ gives $\eta=2\sqrt{Z_2/F}$ and

$$U_{\max}=-2\sqrt{Z_2F}.$$

For $Z_2=1$ this is the saddle energy. But $Z_2$ is less than 1. To see this for $E<0$, multiply the $\xi$ equation by $f$ and integrate by parts:

$$Z_1\int f^2d\xi=\int\left(\xi f'^2-\frac E2\xi f^2+\frac F4\xi^2f^2\right)d\xi>0 .$$

Hence $Z_1>0$ and $Z_2=1-Z_1<1$. An $m=0$ state with $E<0$ and $Z_2>0$ therefore has an escape barrier higher than the saddle. In the window $-2\sqrt F<E<-2\sqrt{Z_2F}$ the electron has enough total energy to cross the saddle, but part of it is tied up in the $\xi$ motion. Separability forbids its transfer to the $\eta$ motion, and escape requires tunnelling.

A blue state has most of the charge in $Z_1$, a small $Z_2$ and a high barrier. For the ground state, the zero-field values $E=-\tfrac12$, $Z_2=\tfrac12$ put the barrier top at the level when $F=E^2/(4Z_2)=1/8$, twice the saddle field. This estimate is too low: the field lowers both $E$ and $Z_2$, and both changes delay the crossing.

For the reddest state of large $n$, $Z_2\to1$ and the first-order shift tends to $-\tfrac32n^2F$. The crossing condition is

$$\frac1{2n^2}+\frac32n^2F=2\sqrt F .$$

With $w=n^2\sqrt F$ it becomes $3w^2-4w+1=0$, with roots $w=\tfrac13$ and $w=1$. The first crossing is at $F=1/(9n^4)=0.111/n^4$. This is only a first-order estimate, and higher-order shifts matter at such fields even for large $n$.

The semiclassical condition includes them. At the saddle energy $E=-2\sqrt F$ with $Z_2=1$, the momentum of the $\eta$ motion is $1/\sqrt\eta-\tfrac12\sqrt{F\eta}$, which vanishes at the barrier top $\eta=2/\sqrt F$. For large $n$ its integral from 0 to that point must equal $\pi n$:

$$\frac{4\sqrt2}3F^{-1/4}=\pi n\quad\Rightarrow\quad F=\frac{1024}{81\pi^4n^4}\simeq\frac{0.130}{n^4}.$$

The downward shift thus delays even the red state well beyond $1/(16n^4)=0.0625/n^4$.

## (g) Five states at twice the saddle field

**Examine the $m=0$ states of $n=5$ at $F=2F_s$.**

**Solution.** Here $F_s=1/(16\times625)=1.0\times10^{-4}$, or $5.14\times10^7\ \mathrm{V/m}$. At $F=2.0\times10^{-4}$ the saddle energy is $-2\sqrt F=-0.02828$. The numerical resonances are:

| $n_1,n_2$ | $E$ | $Z_2$ | $U_{\max}$ | $\Gamma$ |
|---|---|---|---|---|
| 0, 4 | −0.02698 | 0.882 | −0.02656 | $1.87\times10^{-4}$ |
| 1, 3 | −0.02390 | 0.659 | −0.02295 | $7.08\times10^{-5}$ |
| 2, 2 | −0.02080 | 0.450 | −0.01898 | $1.60\times10^{-5}$ |
| 3, 1 | −0.01767 | 0.258 | −0.01437 | $1.60\times10^{-6}$ |
| 4, 0 | −0.01454 | 0.081 | −0.00807 | $4.02\times10^{-8}$ |

All five energies are above the saddle and below their own barriers. For the bluest state, $U_{\max}=-2\sqrt{0.0814\times2\times10^{-4}}=-0.0081$. It lies 0.0137 above the saddle but 0.0065 below its own barrier. The zero-field Kepler period is $2\pi n^3=785$, and this state lives about $3.2\times10^4$ such periods.

The reddest state lives only about 7 periods. It is still 0.0004 below its barrier, although the field exceeds the first-order estimate $1/(9n^4)=1.78\times10^{-4}$. The field is below the semiclassical large-$n$ value $0.130/n^4=2.08\times10^{-4}$. At $n=5$ the limit $Z_2\to1$ is not yet reached: $Z_2=0.88$ puts the barrier 0.0017 above the saddle, while the computed level is 0.0013 above it.

## (h) How a core removes the protection of the blue state

**What happens to the bluest state if a short-range core is added?**

**Solution.** Take the model potential $V_c=0.3\,e^{-r}/r$, added to $-1/r$. It is repulsive, whereas the core of a real atom attracts the outer electron more strongly than $-1/r$ does. It therefore represents no atom and serves only to show what happens when the separation is broken. Its sign is also why $n^*$ below is larger than $n$. Multiplied by $-(\xi+\eta)/2=-r$, as in part (b), it contributes $-0.3\,e^{-\xi/2}e^{-\eta/2}$. This is a product, not a sum of a function of $\xi$ and a function of $\eta$, so the equation no longer separates and $Z_2$ is not conserved. The core couples the blue state to motion with larger $Z_2$ at the same energy, for which the barrier is lower.

With this core the zero-field 5s level has $n^*=5.109$, and its saddle field is $1/(16n^{*4})=9.17\times10^{-5}$. At the same applied field as before, the blue level moves by only 0.0003, to $-0.01424$, but its rate rises from $4.02\times10^{-8}$ to $7.01\times10^{-5}$, a factor of about 1700. The blue rate without the core, recomputed in a spherical basis that does not use separability, agrees with the parabolic value to all printed digits, so the increase comes from the core and not from the change of basis.

The state with the core still lives about 18 Kepler periods. Passing the saddle opens escape; the strength of the core coupling helps to set its speed. In hydrogen the conserved $Z_2$ keeps blue states alive well above the saddle, and a core that mixes the parabolic motions removes much of this protection. This calculation, at one field and one core strength, does not locate the field at which rapid escape begins. The numerical output gives the rates and energies to more digits.

## Computed values

```
Ground state of hydrogen
saddle field for n*=1: 0.0625 a.u.
F=0.040 a.u.: E=-0.50377159 hartree
  numerical rate=3.89180e-06 a.u., law=5.77775e-06 a.u.
  numerical rate / law=0.67358
F=0.020 a.u.: E=-0.50090922 hartree
  numerical rate=5.54590e-13 a.u., law=6.67648e-13 a.u.
  numerical rate / law=0.83066
F=0.010 a.u.: E=-0.50022556 hartree
  numerical rate=4.07078e-27 a.u., law=4.45753e-27 a.u.
  numerical rate / law=0.91324
F=0.005 a.u.: E=-0.50005628 hartree
  numerical rate=9.49803e-56 a.u., law=9.93480e-56 a.u.
  numerical rate / law=0.95604
ratio extrapolated linearly to F=0: 0.99884
complex-scaling rate at F=0.04: 3.89270e-06 a.u.
numerical rate at F=0.02: 2.2928e+04 1/s
matching test: F=1e-05 a.u., eta0=50 bohr
  error in ln(rate)=-0.00710
Hydrogen n=5, m=0
saddle field=1.0000e-04 a.u. = 5.1422e+07 V/m
red-state estimate 1/(9n^4)=1.7778e-04 a.u.
applied field=2.0000e-04 a.u., saddle energy=-0.028284 hartree
n1=0, n2=4: E=-0.026980 hartree, Z2=0.8821
  own barrier=-0.026564 hartree, rate=1.8726e-04 a.u.
n1=1, n2=3: E=-0.023904 hartree, Z2=0.6585
  own barrier=-0.022952 hartree, rate=7.0802e-05 a.u.
n1=2, n2=2: E=-0.020797 hartree, Z2=0.4504
  own barrier=-0.018983 hartree, rate=1.5962e-05 a.u.
n1=3, n2=1: E=-0.017673 hartree, Z2=0.2581
  own barrier=-0.014368 hartree, rate=1.6003e-06 a.u.
n1=4, n2=0: E=-0.014535 hartree, Z2=0.0814
  own barrier=-0.008070 hartree, rate=4.0248e-08 a.u.
red rate / blue rate=4.653e+03
zero-field Kepler period=785.40 a.u.
blue lifetime / Kepler period=3.163e+04
blue rate, spherical basis=4.0248e-08 a.u.
Model core 0.3 exp(-r)/r
zero-field 5s: E=-0.019156 hartree, n*=5.1089
5s saddle field=9.1740e-05 a.u.
blue state with core: E=-0.014236 hartree
blue rate with core=7.0101e-05 a.u.
rate with core / without core=1.742e+03
```
